# Grain-Boundary Resistivity of a Two-Dimensional Metal with a Circular Fermi Line

A current flows along a thin conducting sheet divided into domains by boundaries that run straight across its path. An electron moving head-on towards the boundaries meets many of them in a given time, but is reflected least at each. An electron moving almost parallel to the boundaries meets few of them, but is reflected more strongly at each. The resistivity depends on how these two tendencies combine when all directions on the Fermi line are added up.

## The model

The current flows along $x$. Electrons have energy $\hbar^2k^2/2m$, two spin states and one valley. At low temperature, transport takes place on the circle $k=k_F$, where the speed is $v=\hbar k_F/m$ and the velocity makes an angle $\theta$ with $x$. I write $c=|\cos\theta|$.

Bulk collisions occur at rate $1/\tau$ and send the electron into a random direction, so the bulk mean free path is $l=v\tau$. The boundaries form the potential

$$V(x)=S\sum_j\delta(x-x_j),$$

with mean spacing $D$ and irregular positions. $V$ does not depend on $y$, so $k_y$ is conserved. Energy is conserved too, so $|k_x|$ is unchanged, and a boundary can do no more than reverse $k_x$.

The reflection probability $R$ of one boundary follows from matching. Let $q=|k_x|$, with wave $e^{iqx}+\rho_r e^{-iqx}$ on the left and $t\,e^{iqx}$ on the right. Continuity gives $1+\rho_r=t$. Integrating the Schrödinger equation across the barrier gives

$$iqt-iq(1-\rho_r)=\frac{2mS}{\hbar^2}t .$$

Since $1-\rho_r=2-t$, the left side is $2iq(t-1)$. Dividing by $2iq$ gives $t(1+ib)=1$, with $b=mS/\hbar^2q=S/\hbar|v_x|$. Hence $1-R=|t|^2=1/(1+b^2)$ and

$$\frac{R(\theta)}{1-R(\theta)}=b^2=\frac{1}{c^2}\left(\frac{S}{\hbar v}\right)^2. \tag{1}$$

The strength of the boundaries enters the result through

$$a=\frac{2l}{D}\left(\frac{S}{\hbar v}\right)^2=\frac{2l}{D}\,\frac{R_0}{1-R_0}, \tag{2}$$

where $R_0$ is the reflection probability at normal incidence. The factor 2 will be traced below. If the parameter is instead defined as $(l/D)R_0/(1-R_0)$, the initial slope found here, $4/\pi$, becomes $8/\pi$ in that variable.

## First derivation: golden rule and Boltzmann equation

**Reversal rate.** In a sheet of length $L$ containing $N=L/D$ boundaries, the matrix element between $k_x$ and $-k_x$ is $(S/L)\sum_j e^{2ik_xx_j}$. Its square is

$$\frac{S^2}{L^2}\Big(N+\sum_{j\ne n}e^{2ik_x(x_j-x_n)}\Big).$$

If neighbouring spacings have a Gaussian spread $s$, averaging multiplies the phase factor of each neighbouring pair by $e^{-2k_x^2s^2}$, and that of more distant pairs by higher powers of it. The double sum is therefore negligible when $|k_x|s\gg1$. This fails near grazing incidence, where $|k_x|$ is small, but such electrons carry little current.

The density of final states at $-k_x$ is $L/(2\pi\hbar|v_x|)$. The golden rule then gives

$$W=\frac{2\pi}{\hbar}\,\frac{S^2}{LD}\,\frac{L}{2\pi\hbar|v_x|}
=\frac{S^2}{\hbar^2|v_x|D}=\frac{|v_x|}{D}\,b^2 . \tag{3}$$

This is the rate of meeting boundaries times the weak-barrier reflection probability $b^2$. In a numerical check, exact waves were sent through 20,000 random arrays of ten barriers with $b^2=0.001$. The mean reflection was 1.0001 times $Nb^2$, with a statistical uncertainty a little under one percent.

**Boltzmann equation.** For charge $-e$ in a field $E$ along $x$, write $f=f_0+(-\partial f_0/\partial\varepsilon)\,\phi(\theta)$. The field term is $(-eE/\hbar)\,\partial f_0/\partial k_x=eEv_x(-\partial f_0/\partial\varepsilon)$. Cancelling the common factor leaves

$$eEv_x=-\frac{\phi(\theta)-\bar\phi}{\tau}-W\,[\phi(\theta)-\phi(\pi-\theta)],$$

where $\bar\phi$ is the angular average. The driving term is odd under $v_x\to-v_x$, and the collision terms preserve this symmetry, so $\phi$ is odd. It follows that $\bar\phi=0$ and $\phi(\pi-\theta)=-\phi(\theta)$. The last bracket is then $2\phi$: one reflection removes an electron from one side of the distribution and also adds it to the other. This is the origin of the 2 in equation (2). The solution is

$$\phi=-eEv_x\tau^*,\qquad \frac1{\tau^*}=\frac1\tau+2W=\frac1\tau\left(1+\frac ac\right), \tag{4}$$

because $2W\tau=2S^2\tau/(\hbar^2vcD)=a/c$.

**Current.** The current density is $j=-e\cdot2\int\frac{d^2k}{(2\pi)^2}v_x(-\partial f_0/\partial\varepsilon)\phi$. With $d^2k=(m/\hbar^2)\,d\varepsilon\,d\theta$,

$$\sigma=\frac{e^2m v^2}{2\pi^2\hbar^2}\int_0^{2\pi}\cos^2\theta\;\tau^*(\theta)\,d\theta .$$

Without boundaries the integral is $\pi\tau$, and $n=k_F^2/2\pi$ turns the result into $\sigma_0=ne^2\tau/m$. Dividing, and using the equality of the four quadrants,

$$\boxed{\;\frac{\sigma}{\sigma_0}=\frac4\pi\int_0^{\pi/2}\frac{c^3}{c+a}\,d\theta\;} \tag{5}$$

This is the Mayadas–Shatzkes conductivity for a circular Fermi line.

## Evaluating the angular integral

**Initial slope.** For every $a\ge0$,

$$\frac{c^3}{c+a}=c^2-ac+\frac{a^2c}{c+a},$$

as multiplying out confirms. The last term lies between 0 and $a^2$. Since $\int_0^{\pi/2}c^2d\theta=\pi/4$ and $\int_0^{\pi/2}c\,d\theta=1$,

$$\frac{\sigma}{\sigma_0}=1-\frac{4a}{\pi}+O(a^2),\qquad
\frac{\rho}{\rho_0}=1+\frac{4a}{\pi}+O(a^2). \tag{6}$$

The coefficient is $\langle c\rangle/\langle c^2\rangle=(2/\pi)/(1/2)$, with averages over the circle. Over a Fermi sphere the corresponding averages are $1/2$ and $1/3$, so at equal $a$ the slope is $3/2$. The circle has the smaller slope, 1.273.

**Closed form.** Dividing completely, $c^3/(c+a)=c^2-ac+a^2-a^3/(c+a)$, so

$$\frac{\sigma}{\sigma_0}=1-\frac{4a}{\pi}+2a^2-\frac{4a^3}{\pi}J,\qquad J=\int_0^{\pi/2}\frac{d\theta}{a+\cos\theta}. \tag{7}$$

Put $u=\tan(\theta/2)$, for which $\cos\theta=(1-u^2)/(1+u^2)$ and $d\theta=2\,du/(1+u^2)$. Then

$$J=\int_0^1\frac{2\,du}{(1+a)-(1-a)u^2}.$$

For $a<1$, let $p=\sqrt{(1-a)/(1+a)}$. The integral is $2\,\mathrm{artanh}(p)/\sqrt{1-a^2}$. Because $\cosh(2\,\mathrm{artanh}\,p)=(1+p^2)/(1-p^2)=1/a$,

$$J=\frac{\mathrm{arcosh}(1/a)}{\sqrt{1-a^2}}\quad(a<1).$$

At $a=1$ the integrand is constant and $J=1$. For $a>1$ the same steps, with $p'=\sqrt{(a-1)/(a+1)}$ and an arctangent, use $\cos(2\arctan p')=(1-p'^2)/(1+p'^2)=1/a$ and give

$$J=\frac{\arccos(1/a)}{\sqrt{a^2-1}}\quad(a>1).$$

**Next order.** For small $a$, $J\approx\ln(2/a)$, so the last term of (7) is of order $a^3\ln(1/a)$. Write $\sigma/\sigma_0=1-X$ with $X=4a/\pi-2a^2+\dots$. Then $1/(1-X)=1+X+X^2+\dots$ gives

$$\frac{\rho}{\rho_0}=1+\frac{4a}{\pi}+\left(\frac{16}{\pi^2}-2\right)a^2+O\!\left(a^3\ln\frac1a\right). \tag{8}$$

The second coefficient is $-0.379$, so the curve first bends below its tangent. At $a=0.1$ the full result is 1.1251 and the tangent gives 1.1273. At $a=1$ the values are 2.205 and 2.273.

**Strong boundary scattering.** For $a\gg1$, $c^3/(c+a)=c^3/a-c^4/a^2+\dots$. With $\int_0^{\pi/2}c^3d\theta=2/3$ and $\int_0^{\pi/2}c^4d\theta=3\pi/16$,

$$\frac{\sigma}{\sigma_0}=\frac{8}{3\pi a}\left(1-\frac{9\pi}{32a}+\dots\right),\qquad
\frac{\rho}{\rho_0}=\frac{3\pi a}{8}+\frac{27\pi^2}{256}+\dots$$

The slope has fallen from 1.273 to 1.178. Strong boundary scattering suppresses the current at small $c$ most, and the remaining current is carried by electrons with larger $c$, for which $a/c$ is smaller.

## Second derivation: an electron walking between boundaries

The same conductivity follows from the motion of single electrons, without a golden-rule rate. A sheet in equilibrium has a uniform electrochemical potential and no current, so drift and diffusion are tied together by the Einstein relation

$$\sigma=e^2g\,\mathcal D,\qquad g=\frac{m}{\pi\hbar^2},\qquad
\mathcal D=\int_0^\infty\langle v_x(0)v_x(t)\rangle\,dt .$$

Here $g$ is the density of states. The last formula is half the growth rate of $\langle[x(t)-x(0)]^2\rangle$ at long times. Without boundaries, $\mathcal D=v^2\tau/2$, which again gives $\sigma_0=ne^2\tau/m$.

Take equally spaced boundaries and add probabilities instead of amplitudes. Until its next bulk collision, an electron keeps $|v_x|=vc$. Whether it is transmitted or reflected, it reaches another boundary after the same time $t_0=D/(vc)$. Each encounter multiplies the expected velocity by

$$(1-R)(+1)+R(-1)=1-2R .$$

Bulk collisions multiply the correlation by $e^{-t/\tau}$. I assume for now that a bulk collision also erases the electron's memory of where it stood between two boundaries.

Define $\eta=t_0/\tau=D/(lc)$ and $z=e^{-\eta}$. The first boundary is reached after a time $w$ distributed uniformly between 0 and $t_0$, so $\langle e^{-w/\tau}\rangle=(1-z)/\eta$. The stretch before it contributes $\tau[1-(1-z)/\eta]$. The later stretches form a geometric series. The effective time $\tau^*=\int_0^\infty\langle v_x(0)v_x(t)\rangle dt/v_x^2$ is therefore

$$\frac{\tau^*}{\tau}=1-\frac{1-z}{\eta}+\frac{1-z}{\eta}\,\frac{(1-2R)(1-z)}{1-(1-2R)z}.$$

Over the common denominator the last two terms have numerator $-[1-(1-2R)z]+(1-2R)(1-z)=-2R$, so

$$\frac{\tau^*}{\tau}=1-\frac{1-z}{\eta}\,\frac{2R}{1-(1-2R)z}.$$

Now let $h=R/(1-R)$, so that $R=h/(1+h)$ and $1-2R=(1-h)/(1+h)$. The second fraction becomes $2h/[(1-z)+h(1+z)]$. By (1) and (2), $h=(S/\hbar vc)^2=(a/c)(\eta/2)$. With $(1+z)/(1-z)=\coth(\eta/2)$,

$$\frac{\tau^*}{\tau}=1-\frac{A}{1+A\,\frac{\eta}{2}\coth\frac{\eta}{2}},\qquad A=\frac ac . \tag{9}$$

When boundaries are closely spaced compared with the mean free path, $\eta\to0$ and $\frac\eta2\coth\frac\eta2\to1$. Then $\tau^*/\tau=1/(1+A)$, which is (4), and averaging $v_x^2\tau^*$ over the circle gives (5). The directions with $c\lesssim D/l$, for which $\eta$ is not small, carry a vanishing share of the current in this limit.

The denominator of (9) is $1+h\coth(\eta/2)$, which is close to 1 when both $A$ and $h$ are small. In that case $\tau^*/\tau=1-A$ to first order for any $\eta$. For weak barriers, $(S/\hbar v)^2\to0$ at fixed $l/D$, the slope $4/\pi$ therefore does not require $l\gg D$. It is not obtained when $a$ is small only because $l\ll D$ while the barriers are strong. The memory assumption does not spoil it either. To zeroth order in $R$, an electron starting at a random place is at a random place when it collides, whatever its initial velocity. A preference for one direction after the collision is itself of order $R$, and by mirror symmetry it averages to zero over position.

For $l\gg D$, and barriers that are not nearly opaque, the full formula survives as well: in nearly every direction the electron traverses a domain many times before its bulk collision, so its place within a domain at the collision hardly depends on its initial velocity.

A spatially resolved Boltzmann equation, which keeps this memory, agrees in both cases. With $l/D=0.8$ and $(S/\hbar v)^2=10^{-4}$ its slope is 1.273 (the next digit moves by about $10^{-4}$ with the spatial mesh), against $4/\pi=1.2732$. With $l/D=20$ and $a=2$ it gives $\rho/\rho_0=3.3884$, against 3.3885 from (7).

## What each derivation assumes

The first derivation needs weak barriers, since (3) contains $b^2$ in place of $R$, and irregular positions, so that interference between boundaries averages out. It treats boundary scattering as spread uniformly through the sheet. The second does not require weak barriers and keeps them at definite places, but it discards interference from the start. It reaches the full formula when $l/D$ is large compared with both 1 and $R_0/(1-R_0)$. For nearly opaque barriers its memory assumption fails: equation (9) leaves a finite current even at $R=1$, because an electron that forgets its place at a bulk collision can escape from a closed domain. Formula (5) still has the right limit there. For $l\gg D$ and escape from a domain much slower than $\tau$, electrons reach a boundary equally from all directions. The voltage $DE$ across one domain then drives the current density $j=(e^2gv/2\pi)\,DE\int_{-\pi/2}^{\pi/2}c\,(1-R)\,d\theta$, with $1-R\approx c^2(\hbar v/S)^2$. This gives $\sigma/\sigma_0=8/(3\pi a)$, the strong-scattering limit found above. Summing the repeated encounters produces the combination $R/(1-R)$, which by equation (1) is proportional to $1/c^2$ at any strength.

Neither derivation describes waves reflected repeatedly between boundaries with their phases intact. The mean number of reflections per bulk relaxation time is $lcR/D=(a/2c)(1-R)$, which reduces to $W\tau=a/2c$ where the barrier is weak, $b^2\ll1$. When this is not small, the formula relies on some process that destroys the phase.

Both also assume boundaries normal to the current. The effect of tilt can be found to first order. With the undisturbed distribution proportional to $v_x$, the boundary correction to $\sigma$ is proportional to $-\frac12\langle W(\Delta v_x)^2\rangle$, because forward and reverse reflections have equal rates. If the boundary normal is tilted by $\varphi$ from $x$ and $v_n$ is the velocity along it, then $\Delta v_x=-2v_n\cos\varphi$ and $W\propto1/|v_n|$. The correction is thus proportional to $\langle|v_n|\rangle\cos^2\varphi$, and the circular average does not depend on $\varphi$. The slope becomes $(4/\pi)\cos^2\varphi$. At $30^\circ$ this is 0.955, and solving the full collision matrix at $a=0.001$ gives 0.954. Boundaries parallel to the current have no effect at any $a$ in this model, since they reverse $v_y$ and $\phi$ is even in $v_y$.

## A worked example

Take a sheet with $n=10^{13}\ \mathrm{cm^{-2}}$, mobility $\mu=1500\ \mathrm{cm^2/Vs}$ and $m=0.2$ electron masses. Let $D=100$ nm and $S=0.07$ eV nm. Then

$$k_F=\sqrt{2\pi n}=0.793\ \mathrm{nm^{-1}},\qquad \hbar v=\frac{\hbar^2k_F}{m}=0.302\ \mathrm{eV\,nm}.$$

The relaxation time $\tau=m\mu/e$ is 171 fs and $l=v\tau=78.3$ nm. The barrier ratio is $(0.07/0.302)^2=0.0537$, so $R_0=0.051$, and

$$a=2\times\frac{78.3}{100}\times0.0537=0.0841 .$$

The first-order estimate is $1+4a/\pi=1.107$ and the full formula gives 1.105. The sheet resistance rises from $1/(ne\mu)=416\ \Omega$ to $460\ \Omega$.

Here $l$ is smaller than $D$, so the full formula is outside the limit in which it was derived from the walk, although its slope still holds. The spatially resolved equation with the reflection probability (1) gives 1.1044 instead of 1.1054, a reduction of about 1% in the added resistivity. Giving each barrier a width of 1 nm at the same $S$, and so a height of 0.07 eV, lowers $R_0$ to 0.047 and this result to 1.102. A Gaussian spread of 20 nm in the spacing, in place of fully irregular positions, changes the formula's value by less than $10^{-4}$.

At 300 K the thermal energy is 0.026 eV and the Fermi energy 0.120 eV. Thermal smearing, with $\tau$ held independent of energy, gives 1.102. The sign of this change can be derived to first order. Since $a\propto1/v\propto\varepsilon^{-1/2}$, the added resistivity is multiplied by $\int\sqrt{\varepsilon/\varepsilon_F}\,(-\partial f_0/\partial\varepsilon)\,d\varepsilon$. At fixed density, $\int\varepsilon(-\partial f_0/\partial\varepsilon)\,d\varepsilon=\varepsilon_F$ in two dimensions, and $\int(-\partial f_0/\partial\varepsilon)\,d\varepsilon<1$, so the Cauchy–Schwarz inequality makes the factor less than one.

The density, mobility and mass are rough typical values for the electron sheet of a nitride high-electron-mobility transistor at room temperature. A measured mobility already includes any boundary scattering in the sample, whereas here it is taken as the value without boundaries. The values of $D$ and $S$ are model choices, so the 10% increase is not a prediction for a particular device. Boundaries between crystal domains in such a layer do not form one family of parallel lines. If their normals pointed equally in all directions, with the total boundary length per area held at $1/D$, the average of $\cos^2\varphi$ would be $1/2$. The first-order increase would then fall from 0.107 to about 0.054, a larger change than any of the corrections above. Bulk scattering in such a sheet at room temperature is mainly by optical phonons, which exchange energy with the electron, whereas the model's bulk collisions only change its direction. The effect of this, and of higher subbands, nonparabolic bands and phase-coherent multiple reflection, has not been estimated. The remaining values are in the numerical output that follows.

## Computed values

```
GENERAL RESULTS (dimensionless)
initial slope, circle, quadrature: 1.27324
4/pi: 1.27324
initial slope, sphere, quadrature: 1.4999
second coefficient, formula: -0.3789
second coefficient, at a=0.001: -0.3722
cubic remainder/a^3 at a=0.001: 6.670
cubic formula at a=0.001: 6.649
large-a slope 3pi/8: 1.1781
large-a offset, at a=1000: 1.0409
a=0.1: sigma/sigma0=0.88885, rho/rho0=1.12505, 1+4a/pi=1.12732
a=0.5: sigma/sigma0=0.62135, rho/rho0=1.60939, 1+4a/pi=1.63662
a=1.0: sigma/sigma0=0.45352, rho/rho0=2.20497, 1+4a/pi=2.27324
a=2.0: sigma/sigma0=0.29512, rho/rho0=3.38847, 1+4a/pi=3.54648
a=5.0: sigma/sigma0=0.14435, rho/rho0=6.92739, 1+4a/pi=7.36620
CHECKS OF THE MODEL (dimensionless)
array reflection / golden rule: 1.0001
collision matrix sigma/sigma0, a=0.7: 0.54105
closed form sigma/sigma0, a=0.7: 0.54105
same with parallel boundaries added: 0.54105
slope for normals tilted 30 deg: 0.9544
slope, discrete boundaries, l/D=0.8: 1.27297
rho/rho0, discrete, l/D=20, a=2: 3.3884
rho/rho0, formula, a=2: 3.3885
WORKED EXAMPLE
sheet density: 1.0e+13 cm^-2
mobility: 1500 cm2/Vs
effective mass: 0.20 m_e
boundary spacing D: 100 nm
barrier strength S: 0.070 eV nm
Fermi wavevector: 0.7927 nm^-1
Fermi energy: 0.1197 eV
hbar times Fermi speed: 0.3020 eV nm
bulk relaxation time: 170.57 fs
mean free path l: 78.26 nm
R/(1-R) at normal incidence: 0.05372
R at normal incidence: 0.05099
parameter a: 0.08409
rho/rho0, full formula: 1.10538
rho/rho0, 1+4a/pi: 1.10707
rho/rho0, through a^2: 1.10439
sheet resistance without boundaries: 416.10 ohm
sheet resistance with boundaries: 459.95 ohm
NEGLECTED EFFECTS, SAME EXAMPLE
thermal energy at 300 K: 0.02585 eV
rho/rho0 with thermal smearing: 1.10243
rho/rho0, spacing spread 20 nm: 1.10537
rho/rho0, discrete delta barriers: 1.10444
barrier width: 1.0 nm
barrier height: 0.070 eV
R at normal incidence, this width: 0.04690
rho/rho0, discrete, this width: 1.10195
```
